# Thiele Continuation of Matsubara Data: Recursion, Tail and Required Precision

## From imaginary frequencies to a spectrum

A finite-temperature many-body calculation often delivers a fermionic Green's function at the Matsubara frequencies

\[
z_n=\frac{i(2n-1)\pi}{\beta},\qquad n=1,2,\ldots,N,
\]

where \(\beta\) is the inverse temperature, \(\hbar=1\), and energies are measured from the chemical potential. A spectrum requires the same function just above the real axis. For a diagonal element with normalized spectral function \(\rho\),

\[
G(z)=\int \frac{\rho(x)}{z-x}\,dx,\qquad
\rho(\omega)=-\frac1\pi\,\mathrm{Im}\,G(\omega+i0^+),\qquad \int\rho(x)\,dx=1 .
\]

If \(\rho\) has bounded support, expanding \(1/(z-x)\) at large \(|z|\) gives \(G(z)=1/z+O(1/z^2)\). The task is to build from the values \(u_n=G(z_n)\) a function that can be evaluated near the real axis. Finitely many values do not determine \(G\), so any interpolant is a choice of model. A sensible choice should at least allow poles and decay at large \(|z|\).

## Why adding corrections fails

The simplest construction starts from the constant \(u_1\) and adds a correction that vanishes at the first node:

\[
G(z)=u_1+(z-z_1)h(z).
\]

Treating \(h\) in the same way at \(z_2\), and so on, produces a polynomial of degree at most \(N-1\). It matches the data, but it has no poles, and a nonzero polynomial cannot decay at infinity.

The correction can instead be put in a denominator. Set \(g_1=G\) and \(a_1=g_1(z_1)\), and write

\[
g_1(z)=\frac{a_1}{1+(z-z_1)g_2(z)} .
\]

At \(z_1\) the right side is \(a_1\) as long as \(g_2(z_1)\) is finite, so the first value is protected as before. Applying this step at every level gives

\[
g_{p-1}(z)=\frac{a_{p-1}}{1+(z-z_{p-1})g_p(z)},\qquad a_p=g_p(z_p).
\tag{1}
\]

To find \(g_p\), multiply by the denominator and divide by \(g_{p-1}\):

\[
1+(z-z_{p-1})g_p(z)=\frac{a_{p-1}}{g_{p-1}(z)} .
\]

Subtracting 1 and dividing by \(z-z_{p-1}\) gives the Vidberg-Serene recursion,

\[
g_p(z_i)=\frac{g_{p-1}(z_{p-1})-g_{p-1}(z_i)}{(z_i-z_{p-1})\,g_{p-1}(z_i)},\qquad i\ge p .
\tag{2}
\]

It needs only data at the nodes. Replacing \(g_N(z)\) by the constant \(a_N\) gives the Thiele fraction

\[
C_N(z)=\cfrac{a_1}{1+\cfrac{a_2(z-z_1)}{1+\cfrac{a_3(z-z_2)}{1+\cdots+a_N(z-z_{N-1})}}} .
\]

The nodes are assumed distinct, and all \(g_p(z_i)\) with \(i\ge p\) finite and nonzero. By (2), \(g_p(z_i)\) vanishes exactly when \(g_{p-1}(z_i)=a_{p-1}\). If the zero is \(a_p\) itself, the fraction ends at \(C_{p-1}\), which matches the later data only if \(g_p\) vanishes at all later nodes as well. If the zero occurs at a later node while \(a_p\ne0\), the next division fails and the nodes must be reordered or changed. The recursion takes \(N(N-1)/2\) updates.

## Evaluating the fraction

To read off the large-\(z\) behaviour we need numerator and denominator polynomials. Define

\[
A_{n+1}=A_n+(z-z_n)a_{n+1}A_{n-1},\qquad
B_{n+1}=B_n+(z-z_n)a_{n+1}B_{n-1},
\tag{3}
\]

with \(A_0=0\), \(A_1=a_1\), \(B_0=B_1=1\). The claim is \(C_n=A_n/B_n\). It holds for \(n=1\), and for \(n=2\) the recurrences give \(a_1/[1+(z-z_1)a_2]\), as required.

Suppose it holds for some \(n\ge2\), whatever the values of the coefficients. The fraction \(C_{n+1}\) follows from \(C_n\) by replacing \(a_n\) with \(a_n/D\), where \(D=1+(z-z_n)a_{n+1}\). Neither \(A_{n-1}\) nor \(A_{n-2}\) contains \(a_n\). The replaced numerator, multiplied by \(D\), is therefore

\[
\begin{aligned}
D\,A_{n-1}+(z-z_{n-1})a_nA_{n-2}
&=A_{n-1}+(z-z_{n-1})a_nA_{n-2}+(z-z_n)a_{n+1}A_{n-1}\\
&=A_n+(z-z_n)a_{n+1}A_{n-1}=A_{n+1}.
\end{aligned}
\]

The same algebra holds for \(B\), and the common factor \(D\) cancels in the ratio. This proves the claim.

## Does the fraction pass through the data?

The last calculation also shows that removing the innermost coefficient takes a factor \(D\) out of both polynomials. Apply this to \(A_i\) and \(B_i\) at \(z=z_i\). The innermost coefficient is \(a_i=g_i(z_i)\), and by (1) the successive factors are

\[
D_p=1+(z_i-z_p)g_{p+1}(z_i)=\frac{a_p}{g_p(z_i)},\qquad p=i-1,\ldots,1 .
\]

After each removal the new last coefficient is \(a_p/D_p=g_p(z_i)\). The process ends at \(g_1(z_i)=u_i\), so

\[
B_i(z_i)=\prod_{p=1}^{i-1}D_p\ne0,\qquad A_i(z_i)=u_iB_i(z_i).
\]

For \(i<N\), the factor \(z-z_i\) in (3) gives \(A_{i+1}(z_i)=A_i(z_i)\), and likewise for \(B\). Since both sequences obey the same linear recurrence from there on, \(A_N(z_i)=\kappa_iA_i(z_i)\) and \(B_N(z_i)=\kappa_iB_i(z_i)\) with a common \(\kappa_i\). Hence

\[
A_N(z_i)=u_iB_N(z_i),
\tag{4}
\]

and \(C_N(z_i)=u_i\) whenever \(B_N(z_i)\ne0\).

This last condition matters. Take nodes \(0,1,2\) and data \(1,\tfrac12,\tfrac12\). Then \(a_1=1\), \(g_2(1)=1\) and \(g_2(2)=\tfrac12\), so \(a_2=1\) and \(a_3=(1-\tfrac12)/(1\cdot\tfrac12)=1\). The recursion runs without trouble, but \(A_3=z\) and \(B_3=2z\). The fraction is the constant \(\tfrac12\) and misses the first value. Checking \(B_N\) at the nodes detects such unattainable points.

## Why the number of points should be even

Putting corrections in the denominator allows decay but does not guarantee it. Let \(\beta_n\) be the coefficient of \(z^{\lfloor n/2\rfloor}\) in \(B_n\). Let \(\alpha_n\) be the coefficient in \(A_n\) of \(z^{n/2-1}\) for even \(n\) and of \(z^{(n-1)/2}\) for odd \(n\). (The indexed \(\beta_n\) is unrelated to the inverse temperature.) These are the highest powers that can occur, as (3) shows by induction from \(A_1=A_2=a_1\), \(B_1=1\) and \(B_2=1+(z-z_1)a_2\).

For even \(n\ge4\), both terms in \(A_n\) reach degree \(n/2-1\), while in \(B_n\) the second term alone reaches degree \(n/2\):

\[
\alpha_n=\alpha_{n-1}+a_n\alpha_{n-2},\qquad \beta_n=a_n\beta_{n-2}.
\]

For odd \(n\ge3\) the roles are exchanged:

\[
\alpha_n=a_n\alpha_{n-2},\qquad \beta_n=\beta_{n-1}+a_n\beta_{n-2}.
\]

Thus \(\beta_N=a_2a_4\cdots a_N\ne0\) for even \(N\). The denominator has degree \(N/2\), the numerator at most \(N/2-1\), and

\[
C_N(z)=\frac{W_N}{z}+O(z^{-2}),\qquad W_N=\frac{\alpha_N}{\beta_N}.
\]

Dividing the even recurrence for \(\alpha_N\) by \(\beta_N\) gives \(W_N=W_{N-2}+\alpha_{N-1}/\beta_N\). With \(\alpha_{N-1}=a_1a_3\cdots a_{N-1}\) and \(W_2=a_1/a_2\),

\[
W_N=\sum_{m=1}^{N/2}\ \prod_{j=1}^{m}\frac{a_{2j-1}}{a_{2j}} .
\tag{5}
\]

An even number of points therefore gives decay at least as fast as \(1/z\), and a true \(1/z\) tail if \(W_N\ne0\). The exception is real. For \(1/(z+1)^2\) and four nodes, recursion (2) gives

\[
a_1=\frac1{(z_1+1)^2},\quad a_2=\frac{z_1+z_2+2}{(z_1+1)^2},\quad
a_3=-\frac1{z_1+z_3+2}=-a_4 .
\]

Then \(W_4=(a_1/a_2)(1+a_3/a_4)=0\), and the fraction has the correct \(1/z^2\) tail.

For odd \(N\), \(\alpha_N=a_1a_3\cdots a_N\ne0\), so the numerator has degree \((N-1)/2\) and the denominator no more. The fraction cannot decay. Dividing the odd recurrence for \(\beta_N\) by \(\alpha_N\) and summing from \(\beta_1/\alpha_1=1/a_1\) gives

\[
\frac1{C_N(\infty)}=\frac1{a_1}\left[1+\sum_{m=1}^{(N-1)/2}\ \prod_{j=1}^{m}\frac{a_{2j}}{a_{2j+1}}\right].
\]

If the bracket is nonzero, \(C_N\) tends to a nonzero constant; if it vanishes, \(C_N\) grows.

Even \(N\) guarantees decay, not the right tail weight. The condition \(W_N=1\) is not imposed, nor is \(\rho\ge0\), nor the absence of poles in the upper half-plane.

## A band with a known answer

Consider a semicircular band of half-width 1, which is the energy unit, centred at 0.3, with \(\beta=100\). With \(s=z-0.3\),

\[
G(z)=\frac{2}{s+\sqrt{s-1}\,\sqrt{s+1}},
\]

using principal square roots in the upper half-plane. The nodes are taken in ascending order. The first two values are \(u_1=-0.580252-1.84618i\) and \(u_2=-0.541036-1.72958i\), and the node spacing is \(2\pi i/100=0.062832i\). Thus

\[
a_2=\frac{u_1-u_2}{(z_2-z_1)u_2}
=\frac{-0.03922-0.11660i}{0.10867-0.03399i}
\approx-0.023-1.080i .
\]

With \(a_3=0.1749+0.4594i\) and \(a_4=0.1243-0.6134i\), the four-point tail weight is

\[
\begin{aligned}
W_4&=\frac{a_1}{a_2}\left(1+\frac{a_3}{a_4}\right)\\
&\approx(1.720-0.501i)(0.336+0.420i)\approx0.788+0.553i .
\end{aligned}
\]

The tail has the right power but the wrong weight. At large positive \(\omega\), \(-\mathrm{Im}\,C_4/\pi\approx-0.553/(\pi\omega)\) is negative, so positivity is indeed lost here. More points repair the weight: \(|W_N-1|\) is 0.13 at \(N=8\), \(4.4\times10^{-4}\) at \(N=16\), and \(6.6\times10^{-24}\) at \(N=48\) in 1600-bit arithmetic.

The odd fractions tend to constants of modulus 0.41, 0.0021 and \(8.2\times10^{-23}\) for \(N=7,15,47\). A constant \(c\) overtakes the true tail near \(|z|\approx1/|c|\). This is about 2.4 for \(N=7\), close to the band, but about \(10^{22}\) for \(N=47\). An odd count is thus a defect of the tail that need not damage the spectrum at band energies. For random data, six points still give a \(1/z\) tail, with weight \(-0.027+0.025i\): the power comes from the construction, the weight from the data.

## When more coefficients contain no information

Suppose \(G=P/Q\) has \(M\) simple poles, with \(\deg P\le M-1\) and \(\deg Q=M\), and take \(N=2M\). The polynomial \(A_NQ-PB_N\) has degree at most \(2M-1\), and by (4) it vanishes at \(2M\) nodes. It is therefore zero, and \(C_{2M}=G\). At a further node where the recursion is defined, undoing (1) level by level gives \(g_{2M}=a_{2M}\), and (2) then gives \(a_{2M+1}=0\).

Rounding hides this zero. For a three-pole function, \(|a_6|=0.91\), but the computed \(|a_7|\) is \(2.4\times10^{-11}\) in 53-bit arithmetic and \(2.5\times10^{-477}\) in 1600-bit arithmetic. A coefficient that falls with the working precision is noise. In exact arithmetic the fraction ends there. In floating point the next level divides by similar noise, so the later coefficients say nothing about \(G\), and they need not be small. They need not spoil the values either: for this function in 53-bit arithmetic, the error at height 0.05 above the real axis stays below a few times \(10^{-9}\) for \(N=6,7,8,10,12,16,24\).

## How errors in the data are amplified

A band is not a finite set of poles, so later coefficients carry information, but in ever smaller differences. To quantify this, vary one datum by \(\delta u_j\). To first order,

\[
\delta C_N=\frac{B_N\,\delta A_N-A_N\,\delta B_N}{B_N^2}.
\]

For even \(N\), each product in the numerator has degree at most \(N/2+(N/2-1)=N-1\). For odd \(N\) the limit is again \(2(N-1)/2=N-1\). If \(B_N\) is nonzero at the nodes, the varied fraction still interpolates. The numerator therefore equals \(B_N(z_j)^2\,\delta u_j\) at \(z_j\) and zero at the other nodes. These \(N\) values fix it:

\[
\frac{\partial C_N(z)}{\partial u_j}
=\left[\frac{B_N(z_j)}{B_N(z)}\right]^2\ell_j(z),\qquad
\ell_j(z)=\prod_{k\ne j}\frac{z-z_k}{z_j-z_k}.
\tag{6}
\]

Rounding the real and imaginary parts of \(u_j\) to \(p\) bits changes it by at most \(2^{-p}|u_j|\). To first order the resulting error obeys

\[
|\delta C_N(z)|\le2^{-p}K_N(z),\qquad
K_N(z)=\sum_j\left|u_j\frac{\partial C_N(z)}{\partial u_j}\right| .
\]

This amplification belongs to the interpolation problem, not to recursion (2). Another algorithm for the same rational function, given the same rounded data, inherits it.

## Measuring the precision

The continuation is evaluated at nine energies from \(-1.2\) to \(1.8\), at height 0.05 above the real axis. Errors are absolute, in inverse energy units, and are the largest over these points. Let \(T_N\) be the truncation error, the distance between \(C_N\) in 1600-bit arithmetic and the true \(G\). Let \(K_N\) without an argument be the largest amplification over the same points.

When all operations use \(p\) bits and \(p\) is large enough, the rounding error behaves roughly as \(10^{L_N}2^{-p}\), where \(L_N\) is the number of decimal digits lost. It is measured here at 701 and 801 bits, and the larger value is kept. Rounding stays below truncation when

\[
10^{L_N}2^{-p}\lesssim T_N
\quad\Longleftrightarrow\quad
p\log_{10}2\gtrsim L_N-\log_{10}T_N .
\tag{7}
\]

For \(N=48\), \(L_N=43.0\) and \(T_N=1.0\times10^{-8}\), so about \(43.0+8.0=51.0\) digits, or 169 bits, are needed. A direct scan in steps of 10 bits finds 173 bits. The other cases are:

| \(N\) | \(T_N\) | \(\log_{10}K_N\) | \(L_N\) | Bits found |
|---:|---:|---:|---:|---:|
| 8 | 0.21 | 8.0 | 6.9 | 33 |
| 16 | 0.019 | 14.4 | 13.4 | 53 |
| 24 | \(7.9\times10^{-4}\) | 20.7 | 20.2 | 83 |
| 32 | \(2.2\times10^{-5}\) | 27.6 | 27.2 | 113 |
| 40 | \(5.0\times10^{-7}\) | 35.3 | 34.9 | 143 |
| 48 | \(1.0\times10^{-8}\) | 43.6 | 43.0 | 173 |

From \(N=16\) to 48 the requirement grows by about 1.1 decimal digits per point. This rate was measured for one band, one temperature and one set of test points, and need not carry over to others. The nine points also miss the band edges at \(-0.7\) and \(1.3\), where convergence is slowest: on a grid of spacing 0.025 the largest truncation error is 0.024 for \(N=16\) and \(2.7\times10^{-6}\) for \(N=48\), the latter near \(\omega=1.275\). The losses \(L_N\) lie close to \(\log_{10}K_N\), so in this example the recursion adds no large loss beyond the sensitivity of the problem. That \(L_N\) is slightly smaller is no contradiction, because \(K_N\) adds all data errors with their worst phases.

## What happens with too few digits

By criterion (7), 53-bit arithmetic (16.0 digits) suffices for 16 points, which need about 15.2 digits and have a truncation error of 0.019. Beyond that, the first-order estimate would suggest a catastrophe: at \(N=48\) it gives an error near \(10^{43.0-16.0}=10^{27}\). The measured error is \(7.9\times10^{-4}\). The perturbation is far outside the linear regime, and the estimate no longer applies. Why the error stays this small is not examined here.

The result is bounded in this example, but it has stopped improving reliably. For \(N=24,32,40,48\) the errors are 0.0055, 0.0031, 0.0043 and 0.0008, while the truncation error at the nine points falls to \(10^{-8}\). These figures depend on the details of rounding and on the points chosen: hardware double precision gives 0.0038, 0.0051, 0.0024 and 0.0022, and on a grid of spacing 0.0125 the errors lie between 0.005 and 0.013. Rounding only the data to 53 bits and then working with 1600 bits gives 0.0046, 0.0040, 0.0018 and 0.0018. Extra arithmetic does not restore digits absent from the input. The loss is gradual rather than sudden: at \(N=48\), data and arithmetic with 113 and 153 bits leave rounding errors of \(2.5\times10^{-6}\) and \(5\times10^{-8}\) at the nine points. To reach the truncation error, however, the data must themselves be accurate to roughly the number of digits in (7), which excludes statistically noisy data from the high-order regime described here.

Nor does agreement at one energy establish accuracy. At the band centre and height 0.05, \(-\mathrm{Im}\,G/\pi\) is 0.6055840617. The 48-point fraction gives 0.6055840624 in 53-bit arithmetic, an error below \(10^{-9}\). Its error in \(G\) at that point is \(3\times10^{-9}\), while its largest error in \(G\) over the nine points is more than \(10^{5}\) times greater.

These failures settle the design. Use an even number of points, supply data with the digits that (6) and (7) demand, and run the recursion at that precision. A coefficient that falls with the working precision signals an exact zero. The fraction built so far is complete only if it also reproduces the later data; otherwise the nodes must be reordered or changed. For a band, noise does not announce itself this way: in 53-bit arithmetic \(a_{18}\), \(a_{24}\), \(a_{32}\) and \(a_{48}\) are wrong by more than their own size yet are not small, and stopping at \(N=16\) (error 0.018) is worse than continuing to \(N=48\) (error 0.0008; on a dense energy grid the figures are 0.024 and 0.005 to 0.007). Inspect \(B_N\) at the nodes and \(W_N\) in the tail. When the true \(G\) is unknown, repeating the calculation at a higher precision with equally refined data exposes rounding error. Changing \(N\) probes truncation, though agreement between two values of \(N\) is evidence rather than a bound. The numerical check covers the recursion, the tail laws, the sensitivity formula and the precision scan.

## Calculated quantities

```
energy unit: band half-width; G in inverse energy units
band centre 0.30, beta 100, height 0.05
test energies: -1.200 -0.825 -0.450 -0.075 0.300 0.675 1.050 1.425 1.800
first node 0.031416 i, last node 2.984513 i
u_1 = -0.580252 -1.84618i;  a_1 = -0.580252 -1.84618i
u_2 = -0.541036 -1.72958i;  a_2 = -0.0229703 -1.08018i
u_3 = -0.502638 -1.62186i;  a_3 = 0.174877 +0.459446i
u_4 = -0.465534 -1.52271i;  a_4 = 0.124286 -0.613441i
largest node residual, N=48, 1600 bits: 4.2e-481
tail weight N=4: 0.787984 +0.553389i; |W-1| = 0.593
tail weight N=8: 1.08896 +0.0927183i; |W-1| = 0.128
tail weight N=16: 1.0002 -0.000394328i; |W-1| = 0.00044
tail weight N=48: 1 +4.32754e-24i; |W-1| = 6.63e-24
|C(infinity)| N=7: 0.412
|C(infinity)| N=15: 0.00212
|C(infinity)| N=47: 8.16e-23
random data: W_6 = -0.0271853 +0.0252347i
random data: C_7(infinity) = -0.315968 -0.966191i
three poles: |a_6| = 0.9114
three poles: |a_7| at 53 bits = 2.4e-11
three poles: |a_7| at 1600 bits = 2.46e-477
T: truncation error; K: data amplification; L: digits lost
N=8: T=0.205, log10 K=8.0, L=6.9
N=16: T=0.019, log10 K=14.4, L=13.4
N=24: T=0.000788, log10 K=20.7, L=20.2
N=32: T=2.2e-5, log10 K=27.6, L=27.2
N=40: T=5.0e-7, log10 K=35.3, L=34.9
N=48: T=1.01e-8, log10 K=43.6, L=43.0
precision needed for rounding error <= T (scan step 10 bits)
N=8: 33 bits = 9.9 digits; estimate L-log10 T = 7.6 digits
N=16: 53 bits = 16.0 digits; estimate L-log10 T = 15.2 digits
N=24: 83 bits = 25.0 digits; estimate L-log10 T = 23.3 digits
N=32: 113 bits = 34.0 digits; estimate L-log10 T = 31.8 digits
N=40: 143 bits = 43.0 digits; estimate L-log10 T = 41.2 digits
N=48: 173 bits = 52.1 digits; estimate L-log10 T = 51.0 digits
mean growth N=16 to 48: 1.13 digits per point
error against true G: 53-bit arithmetic | 53-bit data only
N=8: 0.205 | 0.205
N=16: 0.0183 | 0.0185
N=24: 0.00548 | 0.00458
N=32: 0.00311 | 0.00396
N=40: 0.00434 | 0.0018
N=48: 0.000787 | 0.00176
spectral function -Im G/pi at band centre, height 0.05:
  true: 0.6055840617
  N=48, 1600 bits: 0.6055840617
  N=48, 53 bits: 0.6055840624
```
